\section*{A kinetic-energy lower bound from the electron density and paramagnetic current, part 2}

Three claims are under examination: the kinetic energy of any system of electrons is at least the von Weizs\"acker energy plus the integral of $j_p^2/(2n)$; one orbital makes this an equality; and $\tau-j_p^2/(2n)$ does not depend on the gauge. The first has been proved.

The theory is nonrelativistic, in atomic units, $\hbar=m=e=1$. The electron has charge $-1$, so the one-electron Hamiltonian begins with $\tfrac12(-i\nabla+\mathbf A)^2$. Spin orbitals $\psi_i(\mathbf r,\sigma)$ with occupations $f_i\ge0$ have spatial components $\phi_a$, $a=(i,\sigma)$, with $f_a=f_i$; those with $f_a=0$ are left out. For an interacting state, natural spin orbitals serve. The density, paramagnetic current density and kinetic energy density are
\begin{align}
n&=\sum_a f_a|\phi_a|^2, \label{eq:n}\\
\mathbf j_p&=\sum_a f_a\,\mathrm{Im}\,(\phi_a^*\nabla\phi_a), \label{eq:j}\\
\tau&=\tfrac12\sum_a f_a|\nabla\phi_a|^2, \label{eq:tau}
\end{align}
with $T=\int\tau\,d^3r$, $\tau_W=|\nabla n|^2/(8n)$ and $T_W=\int\tau_W\,d^3r$. Also $\mathbf w=\sum_af_a\,\phi_a^*\nabla\phi_a=\tfrac12\nabla n+i\,\mathbf j_p$.

Where $n>0$,
\begin{equation}
R\equiv\tau-\tau_W-\frac{j_p^2}{2n}
=\frac1{4n}\sum_{a,b}f_af_b\,|\phi_a\nabla\phi_b-\phi_b\nabla\phi_a|^2 , \label{eq:R}
\end{equation}
\begin{equation}
\tau\ \ge\ \frac{|\nabla n|^2}{8n}+\frac{j_p^2}{2n}. \label{eq:local}
\end{equation}
Integration gives
\begin{equation}
T\ \ge\ \int_{n>0}\tau\,d^3r\ \ge\ T_W+\int\frac{j_p^2}{2n}\,d^3r , \label{eq:global}
\end{equation}
\begin{equation}
T=T_W+\int\frac{j_p^2}{2n}\,d^3r+\int R\,d^3r,\qquad R\ge0. \label{eq:split}
\end{equation}

For an $N$-electron function $\Psi$, let $\mathbf r=\mathbf r_1$, let $y$ collect all other variables, including $\sigma_1$, and let $\mathbf u=\nabla_1\Psi/\Psi$. With averages over $y$ given an electron at $\mathbf r$,
\begin{equation}
R=\tau-\frac{|\mathbf w|^2}{2n}=\frac n2\Big(\langle|\mathbf u|^2\rangle-|\langle\mathbf u\rangle|^2\Big)
=\frac n2\big\langle|\mathbf u-\langle\mathbf u\rangle|^2\big\rangle . \label{eq:var}
\end{equation}

\section{When the bound is reached}

\noindent\textit{Q.} For one orbital I would write $\phi=\sqrt n\,e^{i\chi}$ and differentiate. But the phase is undefined at nodes and need not be single valued. Is the equality safe?

\medskip\noindent\textit{A.} The phase is not needed. With a single spatial function of occupation $f$, $|\mathbf w|^2=f^2|\phi|^2|\nabla\phi|^2=n\cdot2\tau$ directly, so $R=0$ wherever $n>0$, and (\ref{eq:split}) gives
\begin{equation}
T=T_W+\int\frac{j_p^2}{2n}\,d^3r . \label{eq:eq}
\end{equation}
The polar form shows the meaning in any small region where $\phi\ne0$. Taking $f=1$,
\begin{equation}
\nabla\phi=\big(\nabla\sqrt n+i\sqrt n\,\nabla\chi\big)e^{i\chi},\qquad
|\nabla\phi|^2=|\nabla\sqrt n|^2+n|\nabla\chi|^2 ,
\end{equation}
with no cross term because the two parts in the bracket are real and imaginary. Since $\nabla\sqrt n=\nabla n/(2\sqrt n)$, the first term gives $\tfrac12|\nabla\sqrt n|^2=\tau_W$. Also $\phi^*\nabla\phi=\sqrt n\,\nabla\sqrt n+in\nabla\chi$, so $\mathbf j_p=n\nabla\chi$ and $j_p^2/(2n)=n|\nabla\chi|^2/2$. The von Weizs\"acker term is the cost of shaping the amplitude, and the current term is the kinetic energy density of a fluid of density $n$ moving with velocity $\mathbf j_p/n$, which is the physical velocity when $\mathbf A=0$. If several $\phi_a$ are constant multiples of one function $\psi$, then $\phi_a\nabla\phi_b-\phi_b\nabla\phi_a=c_ac_b(\psi\nabla\psi-\psi\nabla\psi)=0$ and (\ref{eq:eq}) still holds. This covers two electrons of opposite spin in the same spatial orbital.

\medskip\noindent\textit{Q.} Is that the only way? You should prove the converse or admit that it fails.

\medskip\noindent\textit{A.} It holds region by region. Assume here that the orbitals are continuously differentiable on the open set $\{n>0\}$ except at isolated points such as nuclei. Suppose (\ref{eq:eq}) holds. Then $\int R=0$ with $R\ge0$, so every pair term in (\ref{eq:R}) vanishes almost everywhere, and by continuity everywhere on $\{n>0\}$ away from the isolated points. Take any point $\mathbf r_0$ with $n>0$. Some $\phi_a$ is nonzero there, and by continuity in a ball $B$ around it. In $B$ the quotient rule gives
\begin{equation}
\nabla\Big(\frac{\phi_b}{\phi_a}\Big)=\frac{\phi_a\nabla\phi_b-\phi_b\nabla\phi_a}{\phi_a^2}=0 ,
\end{equation}
so $\phi_b/\phi_a$ is constant in $B$ for every $b$; a ball with a point removed is still connected, and continuity fills the point in. To pass from balls to a region, collect $\Phi_b=\sqrt{f_b}\,\phi_b$ into a column $\Phi(\mathbf r)$ with $\Phi^\dagger\Phi=n$, and form the projector $\Pi=\Phi\Phi^\dagger/n$. In $B$, $\Phi=\phi_a\,\mathbf c$ with a constant column $\mathbf c$, so $\Pi=\mathbf c\,\mathbf c^\dagger/(\mathbf c^\dagger\mathbf c)$ is constant in $B$. A function that is constant near every point is constant on each connected component $\Omega$ of $\{n>0\}$. Write the constant as $\Pi=\hat{\mathbf c}\,\hat{\mathbf c}^\dagger$ with a unit column $\hat{\mathbf c}$. From its definition $\Pi\Phi=\Phi$, so
\begin{equation}
\sqrt{f_b}\,\phi_b(\mathbf r)=\hat c_b\,\psi(\mathbf r),\qquad \psi=\hat{\mathbf c}^\dagger\Phi,\qquad \mathbf r\in\Omega .
\end{equation}
Equality holds if and only if, on each connected component of $\{n>0\}$, all occupied spatial functions are constant multiples of one function.

\medskip\noindent\textit{Q.} Why the clause about components? It sounds like a mathematician's precaution.

\medskip\noindent\textit{A.} It has content. Cut a real $p_x$ orbital along its nodal plane and let $\phi_1$ be $\sqrt2$ times the half with $x>0$ and $\phi_2$ be $\sqrt2$ times the half with $x<0$, each zero on the other side. Both are continuous, normalized, mutually orthogonal and of finite kinetic energy, and they can hold two electrons of the same spin. At every point off the plane one of them vanishes together with its gradient, so the pair term is zero and $R=0$. Two different orbitals reach the bound because they do not overlap. When $\{n>0\}$ is connected this cannot happen, and the Pauli principle then limits $N$. Each spin orbital is $\psi(\mathbf r)$ times a constant two-component spinor. Orthogonal spin orbitals need orthogonal spinors, and there are at most two of those. Each occupation is the expectation value of a fermion number operator $\hat a^\dagger\hat a$, which equals its own square and so has eigenvalues $0$ and $1$; thus $f_i\le1$ and $N\le2$. For $N=2$ both occupations are one and the state is the closed-shell determinant. For $N=1$ the electron has a spin state that is the same at all positions. With more than two electrons and a connected $\{n>0\}$ the inequality (\ref{eq:global}) is strict.

\medskip\noindent\textit{Q.} A single electron surely has one orbital. You seem to say that even then the equality can fail.

\medskip\noindent\textit{A.} It has one spin orbital, which is two spatial functions. Let the spin point along $\hat{\mathbf m}=(\sin\vartheta\cos\beta,\sin\vartheta\sin\beta,\cos\vartheta)$ with position-dependent angles. The components are $\phi_\uparrow=s\,C$ and $\phi_\downarrow=s\,S$, with $s=\sqrt n\,e^{i\chi}$, $C=\cos(\vartheta/2)$ and $S=e^{i\beta}\sin(\vartheta/2)$. In the pair term the derivatives of the common factor cancel:
\begin{equation}
sC\,\nabla(sS)-sS\,\nabla(sC)=sC S\nabla s+s^2C\nabla S-sSC\nabla s-s^2S\nabla C=s^2(C\nabla S-S\nabla C).
\end{equation}
The two pieces are
\begin{align}
C\nabla S&=e^{i\beta}\Big[\tfrac12\cos^2\tfrac\vartheta2\,\nabla\vartheta+i\sin\tfrac\vartheta2\cos\tfrac\vartheta2\,\nabla\beta\Big],\\
S\nabla C&=-e^{i\beta}\,\tfrac12\sin^2\tfrac\vartheta2\,\nabla\vartheta .
\end{align}
With $\cos^2+\sin^2=1$ and $\sin\frac\vartheta2\cos\frac\vartheta2=\frac12\sin\vartheta$, the difference is $\tfrac12e^{i\beta}(\nabla\vartheta+i\sin\vartheta\,\nabla\beta)$. There is one distinct pair and $|s^2|^2=n^2$, so
\begin{equation}
R=\frac1{2n}\,n^2\,\tfrac14\big(|\nabla\vartheta|^2+\sin^2\!\vartheta\,|\nabla\beta|^2\big).
\end{equation}
The vectors $\partial\hat{\mathbf m}/\partial\vartheta=(\cos\vartheta\cos\beta,\cos\vartheta\sin\beta,-\sin\vartheta)$ and $\partial\hat{\mathbf m}/\partial\beta=\sin\vartheta(-\sin\beta,\cos\beta,0)$ are orthogonal with lengths $1$ and $|\sin\vartheta|$, so by the chain rule the bracket is $\sum_k|\nabla\hat m_k|^2\equiv|\nabla\hat{\mathbf m}|^2$, and
\begin{equation}
R=\frac n8\,|\nabla\hat{\mathbf m}|^2 .
\end{equation}
Turning the spin from place to place costs kinetic energy that neither $\nabla n$ nor $\mathbf j_p$ records. The words ``one orbital'' in the claim must be read as one spatial orbital.

\medskip\noindent\textit{Q.} And two electrons of opposite spin? They need not avoid each other, so I expected equality.

\medskip\noindent\textit{A.} When $\{n>0\}$ is connected, only if they share the spatial function; otherwise orbitals that do not overlap also reach it, as shown above. Put the up electron in $\phi$ and the down electron in $\phi^*$. Let $n_1$, $\mathbf j_1$, $\tau_1$ belong to $\phi$ alone. Conjugation keeps $|\phi|^2$ and $|\nabla\phi|^2$ and reverses the sign of $\mathrm{Im}\,\phi^*\nabla\phi$, so $n=2n_1$, $\tau=2\tau_1$ and $\mathbf j_p=0$. Doubling $n$ doubles $\tau_W$, since the numerator gains a factor four and the denominator two. Using the one-orbital equality for $\tau_1$,
\begin{equation}
R=2\tau_1-2\tau_W[n_1]=2\,\frac{j_1^2}{2n_1}. \label{eq:counter}
\end{equation}
Two opposed flows cancel in $\mathbf j_p$, and their kinetic energy moves into $R$.

\medskip\noindent\textit{Q.} Then the bound should be applied to each spin separately. Is that always better, and by how much?

\medskip\noindent\textit{A.} It is never worse. Restrict the sums to the components with a given $\sigma$, along any fixed axis, to define $n_\sigma$, $\mathbf w_\sigma$, $\tau_\sigma$. The proof of (\ref{eq:local}) applies to each set, so $\tau=\tau_\uparrow+\tau_\downarrow\ge\sum_\sigma|\mathbf w_\sigma|^2/(2n_\sigma)$. To compare with the total, put the difference over the common denominator $n_\uparrow n_\downarrow n$, with $n=n_\uparrow+n_\downarrow$ and both spin densities positive. The numerator is
\begin{align}
&n_\downarrow n|\mathbf w_\uparrow|^2+n_\uparrow n|\mathbf w_\downarrow|^2
-n_\uparrow n_\downarrow\big(|\mathbf w_\uparrow|^2+|\mathbf w_\downarrow|^2+2\,\mathrm{Re}\,\mathbf w_\uparrow^*\!\cdot\mathbf w_\downarrow\big)\nonumber\\
&\quad=n_\downarrow^2|\mathbf w_\uparrow|^2+n_\uparrow^2|\mathbf w_\downarrow|^2-2n_\uparrow n_\downarrow\mathrm{Re}\,\mathbf w_\uparrow^*\!\cdot\mathbf w_\downarrow
=|n_\downarrow\mathbf w_\uparrow-n_\uparrow\mathbf w_\downarrow|^2 ,
\end{align}
where $n_\downarrow(n-n_\uparrow)=n_\downarrow^2$ and $n_\uparrow(n-n_\downarrow)=n_\uparrow^2$ were used. Taking $n_\uparrow n_\downarrow$ out of the modulus,
\begin{equation}
\sum_\sigma\frac{|\mathbf w_\sigma|^2}{2n_\sigma}-\frac{|\mathbf w|^2}{2n}
=\frac{n_\uparrow n_\downarrow}{2n}\left|\frac{\mathbf w_\uparrow}{n_\uparrow}-\frac{\mathbf w_\downarrow}{n_\downarrow}\right|^2\ge0 . \label{eq:gap}
\end{equation}
The same algebra holds for the real and the imaginary parts separately, so the von Weizs\"acker part and the current part each gain a nonnegative amount. For the pair $\phi,\phi^*$ the prefactor is $n_1/4$ and the difference is $2i\,\mathbf j_1/n_1$, so (\ref{eq:gap}) equals $j_1^2/n_1$, all of (\ref{eq:counter}): the spin-resolved bound is reached in that case.

\medskip\noindent\textit{Q.} What does this say about the functionals of $n$ and $\mathbf j_p$, as opposed to individual states?

\medskip\noindent\textit{A.} The right side of (\ref{eq:global}) depends only on the pair $(n,\mathbf j_p)$. The noninteracting functional $T_s[n,\mathbf j_p]$ is the infimum of $T$ over determinants that yield the pair; each of them obeys (\ref{eq:global}), so the infimum does too. Read backwards, a pair for which $T_W$ or $\int j_p^2/(2n)$ diverges cannot come from any state of finite kinetic energy. A state can reach the bound only if the vorticity $\nabla\times(\mathbf j_p/n)$ vanishes wherever $n>0$: on a component with a single function $\psi$, $\mathbf j_p/n=\nabla\chi$ locally, and a gradient has no curl. A two-electron pair $(n,\mathbf j_p)$ with nonzero vorticity cannot be produced by one doubly occupied orbital, and every state that produces it has $\int R>0$. The bound can also be far from the value. In the noninteracting uniform gas with its Fermi sphere displaced by $\mathbf q$, the orbitals are plane waves with wave vectors $\mathbf k+\mathbf q$, $k<k_F$, two spins each. Then $n=2\cdot\frac{4\pi}3k_F^3/(2\pi)^3=k_F^3/(3\pi^2)$, $\tau_W=0$, and $\mathbf j_p=n\mathbf q$ because $\mathbf k$ averages to zero. For the same reason the cross term drops out of
\begin{equation}
\tau=\tfrac12\cdot2\!\int_{k<k_F}\!\frac{d^3k}{(2\pi)^3}\,|\mathbf k+\mathbf q|^2=\frac{k_F^5}{10\pi^2}+\frac{nq^2}2=\frac3{10}k_F^2n+\frac{j_p^2}{2n}.
\end{equation}
The bound captures the drift energy, and the whole Thomas--Fermi energy is $R$.

\section{Gauge invariance}

\noindent\textit{Q.} Now the third claim. Fix the signs for me first: which phase goes with which change of $\mathbf A$?

\medskip\noindent\textit{A.} Let $\Lambda(\mathbf r)$ be real, single valued and smooth, and set $\mathbf A'=\mathbf A+\nabla\Lambda$, which leaves $\mathbf B=\nabla\times\mathbf A$ unchanged. Try $\phi'=e^{-i\Lambda}\phi$. The product rule gives
\begin{equation}
\nabla\phi'=e^{-i\Lambda}\big(\nabla\phi-i\phi\nabla\Lambda\big), \label{eq:gradp}
\end{equation}
and since $(-i)(-i)=-1$,
\begin{equation}
(-i\nabla+\mathbf A+\nabla\Lambda)\phi'=e^{-i\Lambda}\big(-i\nabla\phi-\phi\nabla\Lambda+\mathbf A\phi+\phi\nabla\Lambda\big)=e^{-i\Lambda}(-i\nabla+\mathbf A)\phi . \label{eq:cov}
\end{equation}
Applying the rule twice shows that $(-i\nabla+\mathbf A')^2\phi'=e^{-i\Lambda}(-i\nabla+\mathbf A)^2\phi$, and a local potential commutes with the phase, so $\phi'$ solves the new equation with the same energy. With the opposite sign of the phase the two terms in $\nabla\Lambda$ would add. All electrons have the same charge and see the same $\mathbf A$, so the same $\Lambda$ multiplies every $\phi_a$, both spins included. For a many-body function, $\Psi'=\exp[-i\sum_i\Lambda(\mathbf r_i)]\Psi$; the gradient $\nabla_1$ acts only on $\Lambda(\mathbf r_1)$, and the remaining phases have modulus one and cancel in $n$, $\mathbf w$ and $\tau$, so what follows holds unchanged.

\medskip\noindent\textit{Q.} Then carry the three densities through.

\medskip\noindent\textit{A.} The modulus of the phase is one, so $n'=n$ and $\tau_W'=\tau_W$. From (\ref{eq:gradp}), $\phi'^*\nabla\phi'=\phi^*\nabla\phi-i|\phi|^2\nabla\Lambda$. The imaginary part, summed with $f_a$, with $\nabla\Lambda$ taken out of the sum because it is common to all $a$, is
\begin{equation}
\mathbf j_p'=\mathbf j_p-n\nabla\Lambda . \label{eq:jp}
\end{equation}
For $\tau$, use $|\mathbf x-\mathbf y|^2=|\mathbf x|^2+|\mathbf y|^2-2\,\mathrm{Re}(\mathbf y^*\!\cdot\mathbf x)$ with $\mathbf x=\nabla\phi$ and $\mathbf y=i\phi\nabla\Lambda$. Then $\mathbf y^*\!\cdot\mathbf x=-i\,\nabla\Lambda\cdot\phi^*\nabla\phi$, and $\mathrm{Re}(-iz)=\mathrm{Im}\,z$ for any complex $z$, so
\begin{equation}
|\nabla\phi'|^2=|\nabla\phi|^2+|\phi|^2|\nabla\Lambda|^2-2\nabla\Lambda\cdot\mathrm{Im}(\phi^*\nabla\phi).
\end{equation}
Multiply by $f_a/2$ and sum:
\begin{equation}
\tau'=\tau-\mathbf j_p\cdot\nabla\Lambda+\tfrac12n|\nabla\Lambda|^2 . \label{eq:taup}
\end{equation}
Now square (\ref{eq:jp}) and divide by $2n$:
\begin{equation}
\frac{j_p'^2}{2n}=\frac{j_p^2-2n\,\mathbf j_p\cdot\nabla\Lambda+n^2|\nabla\Lambda|^2}{2n}
=\frac{j_p^2}{2n}-\mathbf j_p\cdot\nabla\Lambda+\tfrac12n|\nabla\Lambda|^2 . \label{eq:curp}
\end{equation}
The shifts in (\ref{eq:taup}) and (\ref{eq:curp}) are identical, so at every point with $n>0$
\begin{equation}
D\equiv\tau-\frac{j_p^2}{2n}\qquad\text{obeys}\qquad D'=D .
\end{equation}
For the integrals in the new gauge to be finite one needs $\int n|\nabla\Lambda|^2<\infty$; the local statement needs no such condition.

\medskip\noindent\textit{Q.} Two shifts that happen to match look like an accident.

\medskip\noindent\textit{A.} Equation (\ref{eq:R}) explains the match. By definition $D=\tau_W+R$. The common factor $e^{-i\Lambda}$ passes through each pair term in the way the factor $s$ did for the spinor:
\begin{equation}
\phi_a'\nabla\phi_b'-\phi_b'\nabla\phi_a'=e^{-2i\Lambda}\big(\phi_a\nabla\phi_b-\phi_b\nabla\phi_a\big),
\end{equation}
because the two terms $-i\phi_a\phi_b\nabla\Lambda$ cancel. Every term of $R$ is invariant by itself. In the language of (\ref{eq:var}), the gauge change adds the same vector $-i\nabla\Lambda(\mathbf r)$ to $\mathbf u$ for every $y$, and a variance does not respond to a common shift. It also follows that the inequality holds in all gauges if it holds in one, and that it can be written $D\ge\tau_W$.

\medskip\noindent\textit{Q.} Where would the invariance break?

\medskip\noindent\textit{A.} Where the phase is not common. Multiply only the up components by $e^{-i\Lambda}$. This keeps the spin orbitals orthonormal but is not a gauge transformation of the electromagnetic field. Each $D_\sigma=\tau_\sigma-j_{p\sigma}^2/(2n_\sigma)$ is unchanged, by the proof above applied to one spin. The imaginary part of (\ref{eq:gap}) relates the total to them, with $\mathbf v_\sigma=\mathbf j_{p\sigma}/n_\sigma$:
\begin{equation}
D=D_\uparrow+D_\downarrow+\frac{n_\uparrow n_\downarrow}{2n}\,|\mathbf v_\uparrow-\mathbf v_\downarrow|^2 . \label{eq:Dspin}
\end{equation}
The operation sends $\mathbf v_\uparrow\to\mathbf v_\uparrow-\nabla\Lambda$ and leaves $\mathbf v_\downarrow$ alone, so the last term, and $D$ with it, changes in general wherever both spins are present.

For orbitals continuously differentiable on $\{n>0\}$ except at isolated points, the bound is reached exactly when all occupied spatial functions are multiples of one function on each connected component of $\{n>0\}$; and $D=\tau-j_p^2/(2n)$ is gauge invariant. What remains is to relate $D$ to the mechanical kinetic energy density, to see its role in functionals, and to follow the results in a real atom.
